# Spin Temperature and Adiabatic Demagnetisation in the Rotating Frame, part 2

When the effective field on the nuclear spins of a solid is lowered slowly, how does their magnetisation change, and how does order pass into the dipolar couplings? We consider \(N\) like spins \(I\) at equivalent sites, with total spin \(\mathbf I=\sum_i\mathbf I_i\) and gyromagnetic ratio \(\gamma>0\). Units have \(\hbar=1\) and Boltzmann's constant equal to one.

The static field lies along \(z\), with laboratory Zeeman energy \(-\omega_0I_z\). A radio-frequency field of strength \(\omega_1\) and frequency \(\omega_{\rm rf}\) acts along \(x\). In the rotating frame,

\[
H=-\omega\,\mathbf n\cdot\mathbf I+H_D,\qquad
H_D=\sum_{i<j}d_{ij}\,(3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j),
\]

\[
\omega=\sqrt{\Delta^2+\omega_1^2}=\gamma B_{\rm eff},
\]

where \(\Delta=\omega_0-\omega_{\rm rf}\), \(\mathbf n=(\omega_1,0,\Delta)/\omega\) is the direction of the effective field, and \(d_{ij}\) are the secular dipolar couplings.

Averages at infinite temperature are \(\langle A\rangle_0=\mathrm{Tr}A/\mathrm{Tr}1\), and \(c=I(I+1)/3\). The local field \(B_L\), with \(\omega_L=\gamma B_L\), is defined by

\[
\langle H_D^2\rangle_0=\omega_L^2\,\langle I_z^2\rangle_0=Nc\,\omega_L^2 .
\]

It is related to the second moment \(M_2\) of the resonance line by \(\omega_L^2=M_2/3\).

We assume a single inverse spin temperature \(\beta\), with density matrix \(\rho=e^{-\beta H}/Z\) and \(Z=\mathrm{Tr}\,e^{-\beta H}\). At high spin temperature, the energy \(E\), the entropy \(S=-\mathrm{Tr}\,\rho\ln\rho\) and the spin expectation value along the effective field are

\[
E=-\beta Nc(\omega^2+\omega_L^2),\qquad
S=\ln\mathrm{Tr}1-\tfrac12\beta^2Nc(\omega^2+\omega_L^2),
\]

\[
\langle\mathbf n\cdot\mathbf I\rangle=\beta\omega Nc .
\]

The magnetisation \(M\) is this expectation value multiplied by \(\gamma\) and divided by the volume, so \(M\propto\beta\omega\). At this order it has no component perpendicular to \(\mathbf n\).

The example is aluminium, with \(I=5/2\) and the nuclei treated as rigid point dipoles on an fcc lattice. For the static field along [001], \(\omega_L=6.24\times10^{-12}\) eV.

### 9. The isentropic law

Change the effective field slowly enough for the spins to keep one temperature, and quickly enough for the lattice to exchange no appreciable energy with them. The entropy is then constant. With \(N\), \(c\) and \(\omega_L\) fixed, this means

\[
\beta\sqrt{\omega^2+\omega_L^2}=\text{constant}.
\]

Label the start of this stage by \(i\). Then

\[
\frac{\beta}{\beta_i}=\frac{\sqrt{\omega_i^2+\omega_L^2}}{\sqrt{\omega^2+\omega_L^2}},
\qquad
\frac M{M_i}=\frac{\beta\omega}{\beta_i\omega_i}
=\frac{\omega}{\sqrt{\omega^2+\omega_L^2}}\,
\frac{\sqrt{\omega_i^2+\omega_L^2}}{\omega_i}.
\]

If \(\omega_i\gg\omega_L\), the last factor tends to one. Dividing numerator and denominator by \(\gamma\), we obtain

\[
M=M_0\,\frac{B_{\rm eff}}{\sqrt{B_{\rm eff}^2+B_L^2}},\qquad
B_L^2=\frac{M_2}{3\gamma^2},
\]

where \(M_0\) is the magnetisation locked along the large starting field.

The same law follows from the work done on the spins, which shows where slowness enters. When \(\omega\) changes, the energy changes at the rate \(dE/d\omega=-\langle\mathbf n\cdot\mathbf I\rangle\). A slow rotation of \(\mathbf n\) does no work at this order, because the magnetisation stays parallel to \(\mathbf n\) and the change of \(\mathbf n\) is perpendicular to it. Inserting the thermal values of \(E\) and \(\langle\mathbf n\cdot\mathbf I\rangle\), and cancelling \(-Nc\), gives

\[
\frac{d}{d\omega}\left[\beta(\omega^2+\omega_L^2)\right]=\beta\omega
\quad\Longrightarrow\quad
\frac{d\beta}{\beta}=-\frac{\omega\,d\omega}{\omega^2+\omega_L^2}.
\]

Integration reproduces \(\beta\sqrt{\omega^2+\omega_L^2}=\text{constant}\). The step that needs slow change is the use of the thermal magnetisation at every instant.

For \(B_{\rm eff}\gg B_L\), expansion gives \(M\simeq M_0(1-B_L^2/2B_{\rm eff}^2)\), so little magnetisation is lost. For \(B_{\rm eff}\ll B_L\), it gives \(M\simeq M_0B_{\rm eff}/B_L\), a linear response to the field. At zero effective field the magnetisation vanishes, but the entropy is still below its maximum. The order has moved into correlations between neighbouring spins, with the dipolar energy \(-\beta Nc\,\omega_L^2\). As long as the spins keep one temperature and remain isolated from the lattice, raising the field slowly brings the magnetisation back along the same curve.

If the initial magnetisation is antiparallel to the effective field, \(\beta\) is negative. The entropy contains \(\beta^2\), and \(M\) changes sign with \(\beta\), so the same ratio holds.

### 10. The first mixing costs some order

A magnetisation locked in a large effective field does not begin at one common temperature with the couplings. Suppose that it is described by an inverse Zeeman temperature \(\beta_Z\), while the dipolar order is negligible. Before mixing,

\[
M_0\propto\beta_Z\omega_i,\qquad E=-Nc\,\beta_Z\omega_i^2 .
\]

Let the two parts come to a common inverse temperature \(\beta_i\) at fixed field. The Hamiltonian is constant, so the energy is conserved:

\[
\beta_i(\omega_i^2+\omega_L^2)=\beta_Z\omega_i^2,
\qquad
\frac{M_i}{M_0}=\frac{\beta_i}{\beta_Z}=\frac{\omega_i^2}{\omega_i^2+\omega_L^2}.
\]

The entropy deficit, meaning the amount by which \(S\) lies below \(\ln\mathrm{Tr}1\), changes by the ratio

\[
\frac{\beta_i^2(\omega_i^2+\omega_L^2)}{\beta_Z^2\omega_i^2}
=\frac{\omega_i^2}{\omega_i^2+\omega_L^2}<1 .
\]

The entropy has risen, and this step is irreversible. Multiplying \(M_i/M_0\) by the isentropic ratio cancels one factor of \(\omega_i/\sqrt{\omega_i^2+\omega_L^2}\) and leaves

\[
M=M_0\,\frac{\omega_i}{\sqrt{\omega_i^2+\omega_L^2}}\,
\frac{\omega}{\sqrt{\omega^2+\omega_L^2}} .
\]

The loss in the first factor is about \(\omega_L^2/2\omega_i^2\), relative to \(M_0\), when the starting field is large.

Thermal contact can be very weak in a large field, since a change of Zeeman energy must be balanced by the much smaller coupling energies. If mixing first becomes effective at a lower field \(\omega_m\gg\omega_L\), the irreversible loss is at most of relative order \(\omega_L^2/\omega_m^2\). Its coefficient depends on the tilt of \(\mathbf n\), because in a large field only the part of \(H_D\) that commutes with \(\mathbf n\cdot\mathbf I\) acts as a separate store of energy. Putting \(\omega_m\) for \(\omega_i\) in the first factor therefore gives only an upper scale for this loss. The part of \(H_D\) that does not commute with \(\mathbf n\cdot\mathbf I\) mixes into the Zeeman states as a perturbation, without thermal contact, and already lowers the magnetisation by a relative amount of order \(\omega_L^2/\omega^2\) above \(\omega_m\). The simple law then requires \(\omega_m\gg\omega_L\). Contact is absent altogether when \(\mathbf n\) lies along \(z\), because \(I_z\) commutes with \(H_D\). The radio-frequency field must therefore remain on while order is transferred. One way is to bring the frequency to resonance with the magnetisation locked, and then to lower \(\omega_1\) slowly.

### 11. What a closed spin system does

The evolution of isolated spins is unitary. It leaves the eigenvalues of \(\rho\) unchanged, and with them \(-\mathrm{Tr}\,\rho\ln\rho\), at any speed of the sweep. Conservation of this quantity alone cannot prove the magnetisation law. What is needed in addition is that, for the quantities of interest, the state can be replaced by a thermal one with the same entropy.

A sudden sweep makes the difference plain. Write \(\delta\rho=\rho-1/\mathrm{Tr}1\), and start with \(\delta\rho\propto I_x\) in a field along \(x\). If the field vanishes at once, \(\delta\rho\) has no time to change, and the dipolar energy is proportional to \(\mathrm{Tr}(I_xH_D)=0\). No order has been transferred, although the exact entropy is conserved.

Unitary evolution does set an upper bound on the transfer. It conserves \(\mathrm{Tr}(\delta\rho)^2\), and the Cauchy–Schwarz inequality gives

\[
f=\frac{-\mathrm{Tr}(\delta\rho\,H_D)}
{\sqrt{\mathrm{Tr}(\delta\rho)^2\;\mathrm{Tr}H_D^2}}\le1 .
\]

Equality requires \(\delta\rho\propto-H_D\), which is the high-temperature thermal state at zero field.

The bound need not be reachable. Unitary evolution keeps every eigenvalue of \(\delta\rho\), not only the sum of their squares, so \(f=1\) would require the spectrum of \(I_x\) to be proportional to that of \(-H_D\). A cluster of six spins one-half shows how far a small closed system goes. The couplings \(d_{ij}\) were given random signs and magnitudes spread over a factor of three, and were then scaled to make \(\omega_L=1\). The field along \(x\) was lowered linearly from \(5\omega_L\) to zero in small steps. The evolution within each step was computed by diagonalising the Hamiltonian.

For a sweep lasting \(1200/\omega_L\), the final dipolar order is \(f=0.873\). For one lasting \(0.2/\omega_L\), it is \(f=0.092\). Over almost all of the slow sweep the magnetisation lies somewhat above the law, which here includes the first-mixing factor for \(\omega_i=5\omega_L\):

- near \(B_{\rm eff}=2B_L\), \(M/M_0=0.902\) against 0.877;
- near \(B_{\rm eff}=B_L\), 0.727 against 0.693;
- near \(B_{\rm eff}=B_L/2\), 0.464 against 0.437.

These are values at single instants. A small oscillation of the magnetisation changes them by about 0.01.

The excess magnetisation and the missing dipolar order are two sides of one energy balance. Measure energy in units where the initial Zeeman energy is \(-\omega_i\), and let \(m=M/M_0\). Integrating \(dE/d\omega=-m\) from \(\omega_i\) down to zero gives

\[
-E(0)=\omega_i-\int_0^{\omega_i}m\,d\omega=\int_0^{\omega_i}(1-m)\,d\omega .
\]

In these units \(f=-E(0)/\omega_L\), because \(\mathrm{Tr}H_D^2=\omega_L^2\mathrm{Tr}I_x^2\). The law with first mixing has the integral

\[
\int_0^{\omega_i}m\,d\omega
=\frac{\omega_i}{\sqrt{\omega_i^2+\omega_L^2}}
\left(\sqrt{\omega_i^2+\omega_L^2}-\omega_L\right)
=\omega_i-\frac{\omega_i\omega_L}{\sqrt{\omega_i^2+\omega_L^2}},
\]

so it predicts \(f=\omega_i/\sqrt{\omega_i^2+\omega_L^2}=5/\sqrt{26}=0.981\). The cluster falls short by \(0.981-0.873=0.108\). Spread over a field range of \(5\omega_L\), this requires a mean excess of \(0.108/5\simeq0.02\) in \(M/M_0\). The computed mean absolute deviation is also 0.02.

The shortfall is almost entirely a property of the small closed system and not of the sweep time. A sweep five times slower gives \(f\simeq0.88\), and following each level adiabatically from \(5\omega_L\) to zero gives 0.879. The spectra set the limit. The largest value of \(-\mathrm{Tr}(\delta\rho\,H_D)\) under any unitary evolution is obtained by pairing the ordered eigenvalues of \(I_x\) with the ordered eigenvalues of \(-H_D\), and for this cluster it gives \(f=0.962\), already below 0.981. A rotation by \(\pi\) about \(x\) commutes with the Hamiltonian throughout the sweep, and pairing within each of its two sectors lowers the limit to 0.892. For a macroscopic solid, the approach to one spin temperature remains a physical assumption, which the traces do not prove.

### 12. Demagnetising aluminium

Return to the aluminium lattice with the static field along [001]. Choose a laboratory Zeeman energy \(\omega_0=4\times10^{-7}\) eV and a lattice thermal energy \(T_l=0.025\) eV. In equilibrium with the lattice, \(\langle I_z\rangle\) per spin is \(c\,\omega_0/T_l\). The initial polarisation is therefore

\[
\frac{\langle I_z\rangle}{I}=\frac{I+1}{3}\frac{\omega_0}{T_l}
=\frac{3.5}{3}\times\frac{4\times10^{-7}}{0.025}=1.87\times10^{-5}.
\]

Let this magnetisation be locked along an effective field with \(\omega_i=2\times10^{-9}\) eV, and let mixing take place there. The first-mixing factor differs from one by

\[
\frac{\omega_L^2}{2\omega_i^2}
=\frac12\left(\frac{6.24\times10^{-12}}{2\times10^{-9}}\right)^2
=4.9\times10^{-6},
\]

which is negligible. This smallness rests on the assumption that mixing occurs at \(\omega_i\). Contact may be very weak in so large a field, and mixing at a lower field \(\omega_m\) could cost a fraction of up to the order of \(\omega_L^2/\omega_m^2\) instead. At \(\omega=10^{-11}\) eV the law gives

\[
\frac M{M_0}=\frac{10}{\sqrt{10^2+6.24^2}}=0.848 .
\]

At \(\omega=2\times10^{-11}\), \(5\times10^{-11}\) and \(10^{-10}\) eV, the ratio is 0.955, 0.992 and 0.998. The magnetisation thus hardly changes until the effective field is within a few times the local field. Most of the transfer takes place below that.

The final spin temperature follows from the same steps. Locking preserves the magnetisation, so \(\beta_Z\omega_i=\omega_0/T_l\). Mixing gives \(\beta_i=\beta_Z\omega_i^2/(\omega_i^2+\omega_L^2)\), and the isentropic stage to \(\omega=0\) multiplies this by \(\sqrt{\omega_i^2+\omega_L^2}/\omega_L\). The spin temperature \(T_s=1/\beta\) at zero effective field is therefore

\[
T_s=T_l\,\frac{\omega_L\sqrt{\omega_i^2+\omega_L^2}}{\omega_0\,\omega_i}
\simeq T_l\,\frac{\omega_L}{\omega_0}
=0.025\times\frac{6.24\times10^{-12}}{4\times10^{-7}}
=3.9\times10^{-7}\ \text{eV}.
\]

This corresponds to \(4.5\times10^{-3}\) K, while the lattice keeps its much higher temperature. It is the ideal value for spins isolated from the lattice; section 13 shows that this isolation is short-lived in aluminium at the chosen lattice temperature. The high-temperature expansion still holds, since \(\omega_L/T_s=1.6\times10^{-5}\). The spins are cold compared with the lattice, but their thermal energy remains far above their coupling energy.

The neglect of dipolar order before mixing can also be judged. If the couplings start at the lattice temperature, their inverse temperature is \(1/T_l\), whereas \(\beta_Z=\omega_0/(\omega_iT_l)\) is 200 times larger. Their share of the initial energy carries a further factor \(\omega_L^2/\omega_i^2\), so it is negligible here.

### 13. The window for the sweep

Two time scales limit the experiment. The spins exchange order with their neighbours at a rate of order \(\omega_L\) when \(\omega\) is comparable with \(\omega_L\). The field should change little, on the scale of \(\omega_L\), during a time \(1/\omega_L\). This gives the estimate

\[
\left|\frac{d\omega}{dt}\right|\ll\omega_L^2
\qquad\text{for }\omega\sim\omega_L .
\]

It is an estimate of scale; the contact time in a given solid must be found separately. The other limit is spin-lattice relaxation. The time spent in the sweep must be short compared with the relaxation times of both the locked magnetisation and the dipolar order. In a metal such as aluminium, the conduction electrons relax the nuclei, and the present model contains no such process. The scale matters for the example of section 12. There \(1/\omega_L\) is about 0.1 ms, while Korringa relaxation in aluminium, with \(T_1T\) of roughly 1.5 to 2 s K, gives \(T_1\) of only about 6 ms at \(T_l=0.025\) eV (290 K), some 60 times \(1/\omega_L\). A linear sweep from \(\omega_i\) obeying the estimate above would need much more than \(\omega_i/\omega_L^2\simeq34\) ms, so the field must be lowered quickly while \(\omega\gg\omega_L\), and the window is narrow even then. At liquid-helium temperature \(T_1\) is a few thousand times \(1/\omega_L\). In addition, the radio-frequency field at \(\omega_0\) (about 97 MHz) penetrates only about 8 µm into the metal at room temperature. The numbers for a uniformly irradiated [001] crystal are therefore an idealisation; a powder would average over the orientations. If the two limits leave no window between them, the isentropic law does not apply, even though the local field and its relation to the second moment remain unchanged.
